# The Keldysh screening length of a polarizable sheet in vacuum

## The problem

A single layer of a semiconductor is modelled as a flat sheet of zero thickness in vacuum. An in-plane electric field $\mathbf E$ gives it a dipole moment per unit area

$$\mathbf P=\alpha\,\mathbf E .$$

Here $\mathbf E$ is the total macroscopic field in the sheet, including the field of the induced charge. The response is linear, static, isotropic and local. In Gaussian units $\mathbf P$ is a charge divided by a length and $\mathbf E$ a charge divided by a length squared, so $\alpha$ is a length. Its value is $\alpha=6.6$ Å, a round model parameter.

A charge placed in the sheet produces a potential that the sheet weakens. For the part of the potential that varies along the sheet with wavenumber $q$, the weakening has the form

$$\frac{\phi_{\text{bare}}(q)}{\phi(q)}=1+q\,r_0 ,$$

where $\phi_{\text{bare}}$ is the potential without the sheet. The length $r_0$ is the Keldysh screening length. Find $r_0$.

## A tempting solution

In a bulk dielectric, $\mathbf P=\chi\mathbf E$ with $\mathbf P$ a dipole moment per unit volume, and the potential of a given charge is divided by

$$\varepsilon=1+4\pi\chi .$$

For the sheet, $\alpha$ takes the place of $\chi$, but $\alpha$ is a length and $\chi$ is a pure number. The only other length in the problem is $1/q$, so the dimensionless susceptibility must be $\alpha q$. Then

$$\varepsilon(q)=1+4\pi\alpha q ,\qquad r_0=4\pi\alpha=4\pi\times 6.6\ \text{Å}\approx 83\ \text{Å}.$$

The result has the right dimension and the right dependence on $q$, and it correctly says that screening disappears for $q\to0$. None of these checks can detect a wrong numerical factor.

## Where the fault lies

The factor $4\pi$ in $\varepsilon=1+4\pi\chi$ is not a property of polarization alone. It comes from the potential that the induced charge produces, and that potential depends on how the charge is arranged in space.

Take the bulk first. A charge density $\rho$ varying as a plane wave of wavenumber $q$ obeys Poisson's equation $\nabla^2\phi=-4\pi\rho$. Since $\nabla^2$ multiplies the wave by $-q^2$, the potential is $\phi=4\pi\rho/q^2$. The induced density is $\rho_{\text{ind}}=-\nabla\cdot\mathbf P=\chi\nabla^2\phi=-\chi q^2\phi$, and its potential is

$$\phi_{\text{ind}}=\frac{4\pi}{q^2}\,(-\chi q^2\phi)=-4\pi\chi\,\phi .$$

The $4\pi$ is thus the one in the bulk relation $4\pi/q^2$, which holds for charge filling all space. The charge induced in a sheet lies in one plane, with vacuum above and below, and needs its own relation between charge and potential. Dimensional analysis supplied the factor $q$ but could not supply the number in front of it.

## The right solution

**Induced charge.** Let the potential in the sheet vary along $x$ as $\cos qx$. The component $P_x$ is the charge that has been displaced across a line of unit length perpendicular to $x$. A strip between $x$ and $x+dx$ gains $P_x(x)$ through one edge and loses $P_x(x+dx)$ through the other, so the induced charge per area is $-dP_x/dx$. With $P_x=\alpha E_x=-\alpha\,d\phi/dx$,

$$\sigma_{\text{ind}}=-\frac{dP_x}{dx}=\alpha\frac{d^2\phi}{dx^2}=-\alpha q^2\phi(0)\cos qx .$$

Here $\phi(0)$ is the amplitude of the potential at the height $z=0$ of the sheet. The minus sign means that negative charge gathers where the potential is high, which lowers it.

**Potential of a charged plane.** Let the plane carry a total charge per area $\sigma\cos qx$, and write the potential as $\phi(z)\cos qx$. Outside the plane there is no charge, so $\nabla^2\phi=0$ gives

$$\phi''(z)-q^2\phi(z)=0 .$$

The solution that vanishes far away on both sides and is continuous at the plane is $\phi(z)=\phi(0)e^{-q|z|}$. Its slope is $-q\phi(0)$ just above the plane and $+q\phi(0)$ just below. Gauss's law states that the normal field $E_z=-\phi'$ jumps by $4\pi\sigma$ on crossing the plane upwards:

$$q\phi(0)-\bigl(-q\phi(0)\bigr)=4\pi\sigma
\quad\Longrightarrow\quad
\phi(0)=\frac{2\pi\sigma}{q}.$$

The field leaves the plane on two sides, each side carries half of the flux, and $4\pi$ becomes $2\pi$.

The same result follows from the bulk relation, which shows how the two are connected. A charge confined to $z=0$ is a superposition of bulk waves with all vertical wavenumbers $k$ in equal strength. Each contributes $4\pi/(q^2+k^2)$, and

$$\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,\frac{4\pi}{q^2+k^2}=\frac{1}{2\pi}\cdot4\pi\cdot\frac{\pi}{q}=\frac{2\pi}{q}.$$

The tempting solution in effect kept the $k=0$ wave and repaired the dimension by hand.

**Self-consistency.** The total charge is the external charge plus the induced one, $\sigma=\sigma_{\text{ext}}-\alpha q^2\phi(0)$. Therefore

$$\phi(0)=\frac{2\pi}{q}\sigma_{\text{ext}}-2\pi\alpha q\,\phi(0).$$

Collecting the terms in $\phi(0)$ gives

$$\phi(0)=\frac{2\pi\sigma_{\text{ext}}}{q}\,\frac{1}{1+2\pi\alpha q}.$$

The first factor is the bare potential. Comparison with the definition of $r_0$ yields

$$\boxed{r_0=2\pi\alpha}$$

and, with the given polarizability,

$$r_0=2\pi\times6.6\ \text{Å}=41.47\ \text{Å}\approx 41\ \text{Å}\quad(4.1\ \text{nm}).$$

A value quoted as 6.6 Å may lie anywhere between 6.55 and 6.65 Å, which puts $r_0$ between 41.15 and 41.78 Å. The decimals of 41.47 are therefore useful for following the arithmetic, not as a statement about a layer.

A finite-difference solution of Poisson's equation across the sheet, which does not use the formula for $r_0$, gives a length of 41.47 Å at each of the wavenumbers 0.005, 0.020 and 0.100 Å$^{-1}$. This confirms both the factor $2\pi$ and the linear dependence on $q$; the values are in the numerical output.

## The same length in SI units

In SI units the jump of the normal field is $\sigma/\varepsilon_0$ instead of $4\pi\sigma$, so a charged plane has $\phi(0)=\sigma/(2\varepsilon_0q)$. With $\mathbf P=\alpha_{\text{SI}}\mathbf E$ the induced charge is $-\alpha_{\text{SI}}q^2\phi(0)$, and the steps above lead to

$$r_0=\frac{\alpha_{\text{SI}}}{2\varepsilon_0}.$$

The length $r_0$ cannot depend on the units, so $2\pi\alpha=\alpha_{\text{SI}}/(2\varepsilon_0)$, or $\alpha_{\text{SI}}=4\pi\varepsilon_0\alpha$. For the present sheet this is $7.343\times10^{-20}$ F. Before a tabulated polarizability is put into $2\pi\alpha$, its convention must be known: if the table lists $\alpha_{\text{SI}}/\varepsilon_0$, which is also a length, the factor is $1/2$ and not $2\pi$.

## What the length means

At $q=1/r_0=0.0241$ Å$^{-1}$ the denominator $1+qr_0$ equals 2 and the sheet halves the potential. The corresponding wavelength is $2\pi r_0\approx 260$ Å. Longer waves are screened less and shorter waves more. A long wave spreads its field far into the vacuum, where there is nothing to polarize; a short wave keeps its field within a distance $1/q$ of the sheet.

To see the effect at a distance $r$ from a point charge, the waves must be added up. A unit point charge contains all in-plane wavevectors with $\sigma_{\text{ext}}=1$, so

$$V(r)=\int\!\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}\,\frac{2\pi}{q(1+qr_0)}
=\int_0^\infty\!\frac{J_0(qr)}{1+qr_0}\,dq .$$

In the second form $d^2q=q\,dq\,d\theta$, and the average of $e^{iqr\cos\theta}$ over the angle $\theta$ is the Bessel function $J_0(qr)$.

The oscillating integral can be turned into a smooth one. First write

$$\frac{1}{1+qr_0}=\int_0^\infty e^{-s(1+qr_0)}\,ds .$$

Next, consider a unit charge without any sheet. Its waves have amplitude $(2\pi/q)e^{-qa}$ at height $a$, and their sum must be the Coulomb potential there:

$$\int_0^\infty J_0(qr)\,e^{-qa}\,dq=\frac{1}{\sqrt{r^2+a^2}} .$$

Setting $a=sr_0$ and doing the $q$ integral first gives

$$V(r)=\int_0^\infty\frac{e^{-s}}{\sqrt{r^2+s^2r_0^2}}\,ds .$$

The exchange of the integrals is allowed because $|J_0(qr)|/(1+qr_0)$ falls as $q^{-3/2}$ and is integrable.

This formula has a simple reading. In the plane, the screened potential equals that of a unit charge smeared out in vacuum along a line perpendicular to the sheet, with weight $e^{-s}$ at the distance $sr_0$. The weights add up to 1, so no charge is lost, and the mean distance is $r_0$. The screening length is thus the mean distance by which the charge appears to be withdrawn from the plane. A single point charge at that distance would not do instead: its potential would stay finite at $r=0$, while $V(r)$ does not.

**Far away, $r\gg r_0$.** Expanding the square root in $sr_0/r$ gives

$$\frac{1}{\sqrt{r^2+s^2r_0^2}}=\frac1r\left(1-\frac{s^2r_0^2}{2r^2}+\frac{3s^4r_0^4}{8r^4}-\dots\right).$$

With $\int_0^\infty e^{-s}s^2ds=2$ and $\int_0^\infty e^{-s}s^4ds=24$,

$$V(r)\approx\frac1r\left(1-\frac{r_0^2}{r^2}+\frac{9r_0^4}{r^4}\right).$$

The series is asymptotic: its coefficients $1, 9, 225,\dots$ grow so fast that it diverges for every $r$, and the first terms are useful only for $r$ of many times $r_0$ (at $r=2r_0$ the three terms give 1.31 instead of 0.881). The bare Coulomb potential returns, with a correction that falls as a power of $r$. Hence $r_0$ is not a decay length like the one in the Thomas–Fermi model of a bulk metal or the Debye–Hückel model of an electrolyte, where mobile charge makes the potential of a static charge die out exponentially.

**Close by, $r\ll r_0$.** Put $x=r/r_0$, so that $r_0V=\int_0^\infty e^{-s}(s^2+x^2)^{-1/2}ds$. The function $\operatorname{arsinh}(s/x)$ has the derivative $(s^2+x^2)^{-1/2}$. Integration by parts gives

$$r_0V=\Bigl[e^{-s}\operatorname{arsinh}\frac sx\Bigr]_0^\infty+\int_0^\infty e^{-s}\operatorname{arsinh}\frac sx\,ds ,$$

and the bracket vanishes at both ends. For small $x$ nearly all of the integral comes from $s\gg x$, where $\operatorname{arsinh}(s/x)\approx\ln(2s/x)$. With Euler's constant defined by $\int_0^\infty e^{-s}\ln s\,ds=-\gamma$, $\gamma\approx0.577$,

$$V(r)\approx\frac{1}{r_0}\left(\ln\frac{2r_0}{r}-\gamma\right).$$

The $1/r$ divergence is softened to a logarithm, the form that the potential of a charge has in a two-dimensional world. The polarization of the sheet shows why. The in-plane field is $E=-dV/dr=1/(r_0r)$, so $P=\alpha/(r_0r)=1/(2\pi r)$, and the charge displaced across a circle of radius $r$ is $2\pi rP=1$. To leading order this is the whole external charge.

## Numbers for two elementary charges

For two like elementary charges the interaction energy is $e^2V(r)$, with $e^2=14.40$ eV Å.

| $r$ (Å) | bare (eV) | screened (eV) | ratio |
|---|---|---|---|
| 10.00 | 1.440 | 0.605 | 0.420 |
| 41.47 | 0.347 | 0.262 | 0.755 |
| 400.00 | 0.036 | 0.036 | 0.990 |

At $r=r_0$ the energy is reduced by about a quarter, not by half. The factor 2 belongs to the single wave $q=1/r_0$, whereas the potential at a distance $r_0$ is a sum over waves of all lengths, each screened by its own factor.

At 400 Å the expansion gives $(41.47/400)^2=0.0107$ and a ratio of $1-0.0107+9\times0.0107^2=0.990$, as in the table.

At 10 Å the logarithm gives

$$\frac{14.40\ \text{eV Å}}{41.47\ \text{Å}}\bigl(\ln 8.294-0.577\bigr)=0.534\ \text{eV},$$

which is 12% below the value from the full integral. The ratio $r/r_0=0.24$ is not small enough for the logarithm to be accurate.

## Why the question says "in vacuum"

Let the space below the sheet be filled with a dielectric of constant $\varepsilon$. The potential still falls as $e^{-q|z|}$ on both sides, but Gauss's law now concerns $D_z$, which is $q\phi(0)$ above and $-\varepsilon q\phi(0)$ below:

$$(1+\varepsilon)\,q\,\phi(0)=4\pi\sigma
\quad\Longrightarrow\quad
\phi(0)=\frac{2\pi\sigma}{\kappa q},\qquad \kappa=\frac{1+\varepsilon}{2}.$$

Inserting $\sigma=\sigma_{\text{ext}}-\alpha q^2\phi(0)$ and solving as before,

$$\phi(0)=\frac{2\pi\sigma_{\text{ext}}}{q\,(\kappa+2\pi\alpha q)}
=\frac{2\pi\sigma_{\text{ext}}}{\kappa q}\,\frac{1}{1+q\,(2\pi\alpha/\kappa)} .$$

The length is now $2\pi\alpha/\kappa$. For $\varepsilon=4$, $\kappa=2.5$ and the length is $41.47/2.5=16.59$ Å; the finite-difference solution with the dielectric in place gives the same value.

A shorter length does not mean weaker screening. The total denominator $\kappa+2\pi\alpha q$ has grown. What has shrunk is the range of distances over which the sheet, rather than its surroundings, governs the potential.

## When the sheet is too thick

A real layer has a thickness $d$. To see when it matters, spread the same $\alpha$ evenly over $|z|<d/2$, let the layer respond to in-plane fields only, and keep the external charge in the middle plane. The induced density is $-(\alpha/d)q^2\phi(z)$, so inside the layer

$$\phi''=q^2\phi+4\pi\frac{\alpha}{d}q^2\phi=n^2q^2\phi,\qquad n^2=1+\frac{4\pi\alpha}{d}=1+\frac{2r_0}{d}.$$

By symmetry the external charge fixes the slope just above it, $\phi'(0^+)=-2\pi\sigma_{\text{ext}}$. For $0<z<d/2$ this gives

$$\phi(z)=\phi(0)\cosh nqz-\frac{2\pi\sigma_{\text{ext}}}{nq}\sinh nqz .$$

At $z=d/2$ the solution must join $e^{-qz}$ smoothly, so $\phi'=-q\phi$ there. Dividing this condition by $q\cosh(nqd/2)$ and writing $t=\tanh(nqd/2)$,

$$n\,t\,\phi(0)-\frac{2\pi\sigma_{\text{ext}}}{q}=-\phi(0)+\frac{2\pi\sigma_{\text{ext}}}{q}\,\frac tn .$$

Hence

$$\frac{\phi_{\text{bare}}(0)}{\phi(0)}=\frac{1+nt}{1+t/n}.$$

Setting this equal to $1+qL$ defines an apparent length $L$. Subtracting 1 and using $n^2-1=2r_0/d$,

$$qL=\frac{(n-1/n)\,t}{1+t/n}=\frac{(n^2-1)\,t}{n+t}
\quad\Longrightarrow\quad
L=\frac{2r_0}{qd}\,\frac{t}{n+t}.$$

For small $q$, $t\approx nqd/2$ and $L\to r_0$, as it should. With $u=nqd/2$ the result reads $L/r_0=(t/u)/(1+t/n)$, so the relative error is about $qd/2+u^2/3$. At $q=0.01$ Å$^{-1}$ and $d=6$ Å the two parts are 0.030 and 0.004. The error is small when the potential hardly varies across the layer; in this model that needs $u^2\ll1$ as well as $qd/2\ll1$.

For $d=6$ Å, $n=\sqrt{1+82.94/6}=3.85$. At $q=0.1$ Å$^{-1}$, $nqd/2=1.155$ and $t=0.819$, so

$$L=\frac{82.94\ \text{Å}}{0.6}\times\frac{0.819}{3.85+0.819}\approx24.3\ \text{Å}.$$

The finite-difference solution for the thick layer gives 24.26 Å here, 40.09 Å at $q=0.01$ Å$^{-1}$ and 41.34 Å at $q=0.001$ Å$^{-1}$. In this model the apparent length lies below $r_0$ by 3% of $r_0$ at $q=0.01$ Å$^{-1}$ and by about 40% of $r_0$ at $q=0.1$ Å$^{-1}$.

These figures overstate the effect for a real layer, which also responds to fields normal to it. With a normal dielectric constant $\varepsilon_z$ the equation inside is $\varepsilon_z\phi''=n^2q^2\phi$, and $\varepsilon_z\phi'$ replaces $\phi'$ in the conditions at the charge and at the faces. The same steps give $\phi_{\text{bare}}(0)/\phi(0)=m(1+mt)/(m+t)$ with $m=n\sqrt{\varepsilon_z}$ and $t=\tanh\bigl(nqd/(2\sqrt{\varepsilon_z})\bigr)$. The long-wave length becomes $r_0+(d/2)(1-1/\varepsilon_z)$. For the illustrative value $\varepsilon_z=6$ the apparent length is 43.95 Å at $q=0.001$ Å$^{-1}$ and 39.15 Å at $q=0.1$ Å$^{-1}$, a fall of 11%. A constant screening length remains a property of long waves, but how soon it fails depends on the normal response.

The entry for 10 Å in the table of energies accordingly describes the ideal sheet; for a layer 6 Å thick, with both charges in the middle plane, summing the waves gives 0.644 eV without normal response and 0.588 eV with $\varepsilon_z=6$, against 0.605 eV. The logarithmic law needs $r$ much smaller than 41 Å and not small compared with the thickness. At $r=6$ Å it gives 0.712 eV, against 0.904 eV for the layer without normal response and 0.741 eV for $\varepsilon_z=6$.

## Calculated quantities

```
Sheet polarizability alpha = 6.6 angstrom
Screening length r0 in vacuum = 41.47 angstrom
r0 in vacuum = 4.147 nm
r0 for alpha = 6.55 angstrom: 41.15 angstrom
r0 for alpha = 6.65 angstrom: 41.78 angstrom
SI sheet polarizability = 7.343e-20 F
r0 from SI polarizability = 41.47 angstrom
Poisson solution, q = 0.005 1/angstrom: length = 41.47 angstrom
Poisson solution, q = 0.020 1/angstrom: length = 41.47 angstrom
Poisson solution, q = 0.100 1/angstrom: length = 41.47 angstrom
Crossover wavenumber 1/r0 = 0.0241 1/angstrom
Screened/bare potential at q = 1/r0: 0.500 (no unit)
Dielectric constant on one side = 4.0 (no unit)
Mean dielectric constant kappa = 2.5 (no unit)
Length beside dielectric, formula = 16.59 angstrom
Length beside dielectric, Poisson = 16.59 angstrom
Thickness of the thick layer = 6.0 angstrom
Thick layer, q = 0.001 1/angstrom: apparent length = 41.34 angstrom
Thick layer, q = 0.010 1/angstrom: apparent length = 40.09 angstrom
Thick layer, q = 0.100 1/angstrom: apparent length = 24.26 angstrom
Squared elementary charge e^2 = 14.400 eV angstrom
r = 10.00 angstrom: bare e^2/r = 1.4400 eV, screened = 0.6046 eV, ratio = 0.420
r = 41.47 angstrom: bare e^2/r = 0.3472 eV, screened = 0.2620 eV, ratio = 0.755
r = 400.00 angstrom: bare e^2/r = 0.0360 eV, screened = 0.0356 eV, ratio = 0.990
```
